# Sub-pixel edge placement by boundary dose with overlapping Gaussian pixels

## 1. Three edges found by symmetry

An electron beam writes a pattern as a square lattice of pixels with pitch \(p\). Each pixel deposits a Gaussian spot of standard deviation \(\sigma\), which includes the beam size and the smoothing inside the resist. The resist is taken as a sharp threshold: the edge lies where the exposure equals half its value deep inside a large written area.

Let the pixel columns at \(x=-p,-2p,\dots\) carry full dose, and let the column at \(x=0\) carry half dose. Adding the mirror image of this pattern gives a full lattice, in which the column at \(x=0\) receives its two halves. At \(x=0\) both patterns contribute equally. If the full lattice exposes uniformly, each contributes one half, so the edge is at \(x=0\).

If the column at \(x=0\) is instead full, the pattern and its mirror image about \(x=p/2\) again form a full lattice, and the edge is at \(p/2\). If the column is empty, the same argument puts the edge at \(-p/2\).

Boundary doses 0, 1/2 and 1 thus give edges at \(-p/2\), 0 and \(p/2\). The next sections find the relation between these points and the conditions for it.

## 2. Exposure and units

Let \(D_0\) be the large-area dose, in charge per area. A full pixel carries charge \(D_0p^2\), and a boundary pixel carries the fraction \(g\) of it, with \(0\le g\le1\). Define the line profile

\[
f(x)=\frac{1}{\sqrt{2\pi}\,\sigma}\,e^{-x^2/2\sigma^2},\qquad \int_{-\infty}^{\infty}f\,dx=1 .
\]

In units of \(D_0\), a full pixel at the origin contributes \(p^2f(x)f(y)\). The edge is long and straight along \(y\), so the rows contribute the factor

\[
L(y)=p\sum_{k=-\infty}^{\infty}f(y+kp).
\]

This function has period \(p\). Its \(m\)-th Fourier coefficient is an integral over one period, and the sum over \(k\) extends that integral to the whole line:

\[
\int_{-\infty}^{\infty}f(y)e^{-2\pi imy/p}\,dy=e^{-2\pi^2m^2\sigma^2/p^2}.
\]

Hence

\[
L(y)=1+2\sum_{m\ge1}e^{-2\pi^2m^2\sigma^2/p^2}\cos\frac{2\pi my}{p}. \tag{1}
\]

The leading ripple parameter is \(\varepsilon=e^{-2\pi^2\sigma^2/p^2}\). At \(p=2\sigma\) it is \(e^{-\pi^2/2}\approx0.007\), and it falls very fast as the pitch is reduced. Setting \(L=1\) leaves a one-dimensional exposure

\[
E(x;g)=g\,p f(x)+S(x),\qquad S(x)=p\sum_{j=1}^{\infty}f(x+jp). \tag{2}
\]

## 3. The dose for a wanted edge

The condition \(E=1/2\) is linear in \(g\). The dose that puts the edge at \(x\) is therefore

\[
g(x)=\frac{\tfrac12-S(x)}{p f(x)} . \tag{3}
\]

Within the one-dimensional model this needs no expansion, and the sum needs only the columns within a few \(\sigma\) of the edge.

Each dose must belong to one edge, so \(g(x)\) must rise with \(x\). In

\[
\frac{S(x)}{pf(x)}=\sum_{j\ge1}\exp\!\left[-\frac{2jpx+j^2p^2}{2\sigma^2}\right]
\]

every term falls as \(x\) grows. For \(x\ge0\) the other part of (3), \(1/(2pf)\), does not fall. Hence \(g\) rises for \(x\ge0\).

For negative \(x\), the full lattice sum is \(L(x)=S(x)+S(-x)+pf(x)\). With \(L=1\),

\[
1-g(x)=\frac{pf(x)+S(x)-\tfrac12}{pf(x)}=\frac{\tfrac12-S(-x)}{pf(x)}=g(-x).
\]

So \(g\) rises on this side too, and replacing \(g\) by \(1-g\) reverses the sign of the edge position. It is natural to use

\[
h=g-\tfrac12,\qquad u=x/p,\qquad a=p/\sigma .
\]

The relation between \(u\) and \(h\) is odd, apart from ripple.

## 4. The analytic dose law

The half-infinite sum is found from the Euler–Maclaurin formula. For a smooth function \(F\) that vanishes at infinity,

\[
\sum_{j=0}^{\infty}F(j)=\int_0^\infty F\,dj+\frac{F(0)}2-\frac{F'(0)}{12}+\frac{F'''(0)}{720}-\cdots .
\]

The coefficients are the same for every \(F\), so one example fixes them. For \(F=e^{-tj}\) the left side is \(1/(1-e^{-t})=1/t+1/2+t/12-t^3/720+\cdots\), which agrees term by term.

Now set \(F(j)=f(x+jp)\). Each derivative with respect to \(j\) brings a factor \(p\). Multiplying the formula by \(p\) and removing the \(j=0\) term \(pf(x)\) changes \(+pf/2\) into \(-pf/2\):

\[
S(x)=Q\!\left(\frac x\sigma\right)-\frac{p f}{2}-\frac{p^2f'}{12}+\frac{p^4f'''}{720}-\cdots, \tag{4}
\]

where \(Q(z)\) is the upper tail probability of the unit normal distribution. Put this into \(gpf+S=1/2\) and write \(I(x)=\tfrac12-Q(x/\sigma)=\int_0^xf\,dt\). Then

\[
h\,p f=I+\frac{p^2f'}{12}-\frac{p^4f'''}{720}+\cdots . \tag{5}
\]

To divide by \(pf\), three ratios are needed. Differentiating the Gaussian gives

\[
\frac{f'}{f}=-\frac{x}{\sigma^2},\qquad \frac{f'''}{f}=\frac{3x}{\sigma^4}-\frac{x^3}{\sigma^6}.
\]

The ratio \(R=I/f\) obeys \(R'=1-If'/f^2=1+xR/\sigma^2\), with \(R(0)=0\). Matching powers of \(x\) gives

\[
R=x+\frac{x^3}{3\sigma^2}+\frac{x^5}{15\sigma^4}+\cdots .
\]

With \(x=up\), equation (5) becomes

\[
h=u+\frac{a^2u^3}{3}+\frac{a^4u^5}{15}-\frac{a^2u}{12}-\frac{3a^4u}{720}+O(a^6).
\]

The \(x^3\) part of \(f'''\) is of order \(a^6\) and has been left in the remainder. Collecting powers of \(a\),

\[
h=u-\frac{a^2}{12}u(1-4u^2)-\frac{a^4}{240}u(1-16u^4)+O(a^6). \tag{6}
\]

Both corrections vanish at \(u=0\) and \(u=\pm1/2\), the three points found by symmetry.

## 5. The analytic position law

Write (6) as \(u=h+a^2q(u)+a^4r(u)+O(a^6)\), with

\[
q(u)=\frac{u(1-4u^2)}{12},\qquad r(u)=\frac{u(1-16u^4)}{240}.
\]

To first order \(u=h+a^2q(h)\), so \(q(u)=q(h)+a^2q(h)q'(h)+O(a^4)\). Substitution gives

\[
\frac{x}{p}=h+a^2q(h)+a^4\left[q(h)q'(h)+r(h)\right]+O(a^6), \tag{7}
\]

where \(q'(h)=(1-12h^2)/12\). Through order \(a^2\) this is the cubic law

\[
x=p\left[h+\frac{p^2}{12\sigma^2}\,h(1-4h^2)\right]. \tag{8}
\]

The linear term has a simple origin. Raising the boundary dose by \(\delta g\) adds exposure \(pf\,\delta g\), while the edge slope is close to \(-f\) when \(p\ll\sigma\). The edge therefore moves by \(p\,\delta g\), and the local value of \(f\) cancels.

The departure from the straight line is largest where \(q'(h)=0\), at \(h=\pm1/(2\sqrt3)\). Its leading size is

\[
|x-ph|_{\max}\simeq\frac{p\,a^2}{36\sqrt3}. \tag{9}
\]

At fixed blur this falls as \(p^3\) when the pitch is reduced.

### The opposite limit

The expansion fails when the pixels no longer overlap. For \(\sigma\ll p\) the rows separate as well as the columns, so \(L(y)\) is no longer 1. On the centre line \(y=0\) of a row, only the boundary pixel contributes appreciably at \(x\ge0\), and the condition becomes \(gp^2f(x)f(0)=1/2\). The outer edge of the boundary spot is then

\[
x=\sigma\sqrt{2\ln\frac{gp^2}{\pi\sigma^2}},\qquad g>\frac{\pi\sigma^2}{p^2}.
\]

Below this dose the boundary pixels do not print at all. Above it, the edge moves only as the square root of a logarithm, on the scale of \(\sigma\). The full pixels are also separated by unexposed gaps, so there is no continuous feature to adjust.

The series (7) does not contain the ripple between rows. The parameter \(\varepsilon=e^{-2\pi^2/a^2}\) has zero Taylor coefficients at \(a=0\) and cannot appear in powers of \(a\). It must be checked separately with (1).

## 6. Edge slope and dose errors

The slope at the edge converts exposure errors into position errors. Differentiating (2) with (4), and using \(dQ(x/\sigma)/dx=-f\), gives

\[
E'=-f+hp f'-\frac{p^2f''}{12}+\cdots .
\]

At \(x=hp+O(pa^2)\), with \(f_0=f(0)\), the three terms are

\[
-f=-f_0\left(1-\tfrac12h^2a^2\right),\quad hpf'=-h^2a^2f_0,\quad -\frac{p^2f''}{12}=\frac{a^2}{12}f_0,
\]

up to order \(a^4\). Their sum is

\[
E'=-\frac{1}{\sqrt{2\pi}\,\sigma}\left[1+a^2\left(\frac{h^2}{2}-\frac1{12}\right)+O(a^4)\right]. \tag{10}
\]

The edge is softest at \(h=0\). The reason is visible if the exposure is written as a weighted mean of two patterns: one with the boundary column full (weight \(g\)) and one with it empty (weight \(1-g\)). Their edges are one pitch apart. The mixture adds a variance \(g(1-g)p^2=(\tfrac14-h^2)p^2\) to the edge profile, which is largest at half dose.

Equation (10) also checks (8). Differentiating \(E(x;g)=1/2\) gives \(dx/dg=pf/|E'|\), which expands to \(p[1+a^2(\tfrac1{12}-h^2)]\). This is the derivative of (8).

## 7. Thresholds other than one half

Let the edge be where \(E=T\), and define \(z\) by \(Q(z)=T\). A smooth edge centred on \(x=0\) would then print at \(x_0=\sigma z\). Set \(x=x_0+\delta\) and expand \(E=Q+hpf-p^2f'/12\) about \(x_0\), keeping second order in \(p\):

\[
0=-f\delta-\tfrac12f'\delta^2+hp(f+f'\delta)-\frac{p^2f'}{12}.
\]

Here \(f\) and \(f'\) are taken at \(x_0\). First order gives \(\delta=hp\). With \(\delta=hp+cp^2\), second order gives

\[
c=\frac{f'}{f}\left(\frac{h^2}{2}-\frac1{12}\right),\qquad \frac{f'}{f}=-\frac z\sigma,
\]

and therefore

\[
x=\sigma z+hp-\frac{zp^2}{\sigma}\left(\frac{h^2}{2}-\frac1{12}\right)+O\!\left(\frac{p^3}{\sigma^2}\right). \tag{11}
\]

At \(h=\pm1/2\) the bracket is \(1/24\); at \(h=0\) it is \(-1/12\). The edge at half boundary dose thus departs from the chord between the end points by

\[
\Delta x_{\rm bow}=\frac{zp^2}{8\sigma}. \tag{12}
\]

This is one order larger in \(p/\sigma\) than the error (9). The position is still linear in \(h\) to leading order, but the small error (9) requires the half-dose threshold, where \(z=0\).

## 8. Worked example

Take \(p=10\) nm, \(\sigma=8\) nm, \(D_0=100\ \mu\mathrm{C/cm^2}\) and 16 equally spaced dose levels, \(g=n/15\). Then \(a=1.25\). A full pixel carries 0.1 fC, or about 624 electrons. The ripple parameter is \(3.3\times10^{-6}\), so the lattice is smooth although \(a\) is not small.

For level 12, \(g=0.8\) and \(h=0.3\). The cubic law gives

\[
x=10\left[0.3+\frac{1.5625}{12}(0.3)(0.64)\right]=3.250\ \text{nm}.
\]

The next term of (7) adds 0.024 nm. Root finding on the full pixel sum gives 3.276 nm. Positions in nm for several levels are:

| \(g\) | Pixel sum | Linear | Cubic | Fifth degree |
|---:|---:|---:|---:|---:|
| 0 | −5.000 | −5.000 | −5.000 | −5.000 |
| 0.2 | −3.276 | −3.000 | −3.250 | −3.274 |
| 0.4 | −1.157 | −1.000 | −1.125 | −1.149 |
| 0.6 | 1.158 | 1.000 | 1.125 | 1.149 |
| 0.8 | 3.276 | 3.000 | 3.250 | 3.274 |
| 1 | 5.000 | 5.000 | 5.000 | 5.000 |

Over the whole dose range, the largest errors relative to the pixel sum are 0.28 nm for the linear law, 0.04 nm for the cubic law and 0.01 nm for the fifth-degree law. Estimate (9) gives 0.25 nm for the first. The difference reflects the higher powers of \(a\).

To place an edge at 3 nm, set \(u=0.3\) in (6):

\[
g=0.5+0.3-0.0250-0.0027=0.7723 .
\]

Equation (3) gives 0.7718. Using the series value puts the edge at 3.006 nm. Rounding to the nearest dose level costs far more: level 12 prints at 3.28 nm, an error of 0.28 nm. Adjacent levels are 0.53 to 0.78 nm apart, so the worst rounding error within the pitch is about 0.39 nm. With the same level in every row, the dose ladder rather than the series limits placement. Alternating levels 11 and 12 from row to row puts the edge between 2.92 and 2.98 nm, because the blur averages neighbouring rows.

The slope found from the pixel sum is 0.0427 per nm at \(g=0.5\) and 0.0537 per nm at \(g=1\). Equation (10) gives 0.0434 and 0.0531. A 1 % rise of all doses moves the \(g=0.5\) edge outward by 0.12 nm.

## 9. Implementation

For a feature lying to the left of its edge:

1. Choose as boundary column the one nearest the wanted edge, so that \(|u|\le1/2\). Give full dose to all columns inside it and none outside.
2. Compute \(g\) from (3), or from (6) if its error is acceptable at the chosen \(a\).
3. Round to an available level, using positions from the pixel sum to select the nearest edge.
4. Check the ripple with (1) and the distance to the opposite edge.

For a right-hand feature, reflect \(x\). When \(u\) passes \(1/2\), the boundary column is full and the next column starts from zero dose. The two descriptions are the same pattern, so the edge has no jump there.

The opposite edge has little effect in the example even when the feature is only about three blur lengths wide: with just two full columns and \(g=0.5\), the edge moves inward by 0.01 nm. The effect grows for narrower features. Ending the sum in (3) at the last real column corrects the chosen edge, but not the opposite one. With one full column and a target of 3 nm, the opposite edge still lies 0.46 nm inside its intended position.

## 10. Comparison with real writing

The example lies in the regime of 50 keV multi-beam mask writing. Its pitch, blur, dose and number of levels are rough typical values, and none is meant to describe a particular machine or resist. Of the assumptions examined below, the one that fails most strongly is that forward exposure alone sets a half-dose threshold. Electrons scattered back from the substrate add a broad background, taken here with total strength 0.6 relative to forward exposure and a standard deviation of 7000 nm, again rough values. Without dose correction this can move an edge by several nanometres, as follows.

**Backscatter.** For a very large area with \(g=1\), the mirror argument of section 1 holds for the background too. The background has half its full value at \(x=p/2\), so the edge does not move. Centring the background at \(x=0\) instead of \(p/2\) would give a false shift of 0.003 nm. Now consider an isolated feature wide compared with the blur but tiny compared with the backscatter range. Its background is nearly zero, while the resist still requires half the total large-area exposure. The forward part must reach \((1+0.6)/2=0.8\), for which \(z=-0.842\). The edges at \(g=0,0.5,1\) become −11.26, −7.74 and −1.26 nm. The last is 6.3 nm inside its intended position. These values are for zero background. A long line collects some background in proportion to its width, which moves the three edges outward by about 0.1 nm for a width of 100 nm and by about 1 nm for 1000 nm. The middle edge lies 1.48 nm inside the chord, compared with 1.32 nm from (12). Proximity correction must therefore restore the half-dose condition before the near-linear law is used.

**Resist contrast.** Suppose the removed thickness varies linearly with the logarithm of exposure over \(1/\gamma\) decades, centred on the threshold. For a rough contrast \(\gamma=10\), the positions of zero and complete removal differ by 2.7 nm at \(g=0.5\) and 2.2 nm at \(g=1\). The sidewall thus varies with the sub-pixel position, following the slope (10).

**Pixel shape and blur.** Replacing the Gaussian by a 20 nm square beamlet with extra Gaussian blur, at the same total variance, changes the edge by at most 0.13 nm over the sampled doses. This is larger than the error of the cubic law, so a measured pixel profile should replace \(f\) in (3) when that accuracy matters. At the half-dose threshold, a 10 % increase of Gaussian blur with fixed doses and pitch changes the edge by at most 0.06 nm. For the uncorrected isolated feature above, the change reaches about 0.7 nm.

**Shot noise.** Let electrons arrive independently with density \(n_0=6.24\ \mathrm{nm^{-2}}\) in the large area, and let each expose the resist through the same Gaussian kernel \(k\) of width \(\sigma_r=5\) nm. The remaining blur, 6.2 nm, describes random landing positions. At a smooth edge the mean arrival density is \(n_0w(x)\), with \(w(x)+w(-x)=1\). Since \(k^2\) is even,

\[
\operatorname{Var}E=\frac1{n_0}\int k^2w\,dx\,dy=\frac1{2n_0}\int k^2\,dx\,dy=\frac1{8\pi\sigma_r^2n_0}.
\]

The standard deviation is 0.0160; a simulation with 2000 random exposures gives 0.0159. Division by the smooth-edge slope \(1/(\sqrt{2\pi}\sigma)\) gives a local edge noise of 0.32 nm. With the softer slope at \(g=0.5\) it is \(0.0160/0.0427\approx0.37\) nm. Variation in the energy deposited per electron is not included.

For comparison, dose rounding gives an rms error of 0.20 nm for targets spread evenly over the pitch. Shot noise is 1.5 to 1.9 times as large here, depending on the boundary dose, and both exceed the error of the cubic law. The analytic relation sets the mean edge position; it does not reduce the random displacement about that mean.

## Calculated quantities

```
Pitch 10.0 nm, blur sigma 8.0 nm, a = 1.250
Large-area dose 100 uC/cm2, 16 dose levels
Full pixel charge 0.1000 fC
Electrons per full pixel 624
Lattice ripple parameter 3.26e-06
Level, g, edge from sum, linear, cubic, fifth-degree law (nm)
  0 0.000  -5.0001  -5.0000  -5.0000  -5.0000
  3 0.200  -3.2765  -3.0000  -3.2500  -3.2740
  6 0.400  -1.1574  -1.0000  -1.1250  -1.1495
  9 0.600   1.1575   1.0000   1.1250   1.1495
 12 0.800   3.2764   3.0000   3.2500   3.2740
 15 1.000   4.9999   5.0000   5.0000   5.0000
Largest error, linear law 0.2827 nm
Largest error, cubic law 0.0431 nm
Largest error, fifth-degree law 0.0092 nm
Leading estimate of linear error 0.2506 nm
Edge step per level: 0.5301 to 0.7773 nm
Target 3.0 nm: g from sum 0.77176, from law 0.77234
Edge obtained with law dose 3.0058 nm
Nearest level 12, edge 3.2764 nm, error +0.2764 nm
Edge slope at g=0.5: sum 0.04273, law 0.04337 per nm
Edge slope at g=1.0: sum 0.05369, law 0.05311 per nm
Edge wander along rows, g=0.5: 1.53e-04 nm
Shift if only 2 full columns, g=0.5: -0.0104 nm
Square beamlet 20 nm with extra blur 5.538 nm, same variance
Largest edge change from beamlet shape 0.1341 nm
Largest edge change for 10 % more blur 0.0551 nm
Edge shift for 1 % more dose everywhere, g=0.5: +0.1159 nm
Sidewall run-out, resist contrast 10, g=0.5: 2.709 nm
Sidewall run-out, resist contrast 10, g=1.0: 2.157 nm
Backscatter ratio 0.6, range sigma 7000 nm
Large-area edge change by backscatter, g=1: -0.0032 nm
Isolated feature, no correction: forward threshold 0.80, z = -0.8416
Its edges at g=0, 0.5, 1: -11.261, -7.741, -1.261 nm
Its bow at g=0.5: sum -1.480 nm, law -1.315 nm
Resist smoothing 5.0 nm, landing spread 6.245 nm
Exposure noise at edge: formula 0.01597, simulated 0.01594
Local edge noise from shot noise 0.320 nm
```
